# Rashba bands: ring minimum, spin texture, Fermi contours and density of states

## What goes wrong with the ordinary formulas

Take a two-dimensional electron gas with density $n=0.0107\ \mathrm{nm^{-2}}$ and effective mass $m=0.2$ electron masses. Without spin–orbit coupling, two spin states fill a disc of radius $\sqrt{2\pi n}=0.259\ \mathrm{nm^{-1}}$, and the Fermi energy lies 12.8 meV above the band bottom.

Now let the gas have a Rashba coupling of 100 meV nm. At the same density the occupied region is an annulus between radii 0.134 and 0.391 $\mathrm{nm^{-1}}$. The Fermi energy lies 3.1 meV above the bottom, and the density of states there is twice the ordinary value. A density converted to a Fermi energy by the ordinary formulas is therefore wrong by a factor of about four in this case.

A second error is possible even when the coupling is included. The two Fermi radii of a Rashba gas differ by a constant, but this holds above the energy where the bands cross. In the example just given the constant would be 0.525 $\mathrm{nm^{-1}}$, whereas the radii differ by 0.256 $\mathrm{nm^{-1}}$.

## The model and the result

Electrons move in the $xy$ plane with

$$H=\frac{p_x^2+p_y^2}{2m}+\frac{\alpha}{\hbar}\left(\sigma_xp_y-\sigma_yp_x\right),\qquad \alpha>0 .$$

The Pauli matrices act on the spin, which is $\hbar\boldsymbol\sigma/2$, and $\alpha$ has the dimension energy times length. Such a term can occur when the two sides of the plane are inequivalent. The model has no magnetic field, disorder or electron interaction, and its kinetic energy is parabolic and isotropic. States are filled as at zero temperature. Define

$$k_0=\frac{m\alpha}{\hbar^2},\qquad E_R=\frac{\hbar^2k_0^2}{2m}=\frac{m\alpha^2}{2\hbar^2},\qquad g_0=\frac{m}{\pi\hbar^2}.$$

Here $g_0$ is the density of states per area, both spins counted, of the gas without coupling. For an energy $E>-E_R$ let

$$q(E)=\frac{\sqrt{2m(E+E_R)}}{\hbar}.$$

Four statements are to be derived:

1. The lowest energy is $-E_R$, reached on the whole circle $k=k_0$.
2. For $k\neq0$ the spin lies in the plane, perpendicular to $\mathbf k$, with opposite senses in the two bands.
3. For $E>0$ the Fermi radii are $q\pm k_0$ and differ by $2k_0$. For $-E_R<E<0$ they are $k_0\pm q$; their sum is $2k_0$ and their difference is $2q$.
4. The density of states is $g_0$ for $E>0$ and $g_0\sqrt{E_R/(E+E_R)}$ for $-E_R<E<0$.

## First derivation: a two-by-two matrix for each wave vector

**Bands and spinors.** $H$ does not depend on position, so it commutes with $\mathbf p$. Its eigenstates can be taken as $e^{i\mathbf k\cdot\mathbf r}$ times a constant spinor, and $\mathbf p$ is then replaced by $\hbar\mathbf k$. With $\mathbf k=k(\cos\theta,\sin\theta)$,

$$H(\mathbf k)=\frac{\hbar^2k^2}{2m}+\alpha k\,(\sigma_x\sin\theta-\sigma_y\cos\theta)
=\frac{\hbar^2k^2}{2m}+\alpha k\,\boldsymbol\sigma\cdot\mathbf n,$$

where $\mathbf n=(\sin\theta,-\cos\theta,0)$. The counterclockwise tangent to the circle is $\hat{\boldsymbol\theta}=(-\sin\theta,\cos\theta,0)$, so $\mathbf n=-\hat{\boldsymbol\theta}$.

The off-diagonal elements of $\boldsymbol\sigma\cdot\mathbf n$ follow from

$$n_x+in_y=\sin\theta-i\cos\theta=-i(\cos\theta+i\sin\theta)=-ie^{i\theta}$$

and its complex conjugate:

$$\boldsymbol\sigma\cdot\mathbf n=\begin{pmatrix}0&ie^{-i\theta}\\-ie^{i\theta}&0\end{pmatrix}.$$

Consider the normalized spinors

$$\chi_s=\frac1{\sqrt2}\begin{pmatrix}1\\-is\,e^{i\theta}\end{pmatrix},\qquad s=\pm1 .$$

Apart from the factor $1/\sqrt2$, the upper component of $(\boldsymbol\sigma\cdot\mathbf n)\chi_s$ is $ie^{-i\theta}(-ise^{i\theta})=s$. The lower component is $-ie^{i\theta}=s(-ise^{i\theta})$, because $s^2=1$. Hence $(\boldsymbol\sigma\cdot\mathbf n)\chi_s=s\chi_s$, and the energies are

$$E_s(k)=\frac{\hbar^2k^2}{2m}+s\alpha k .$$

The upper band has $s=+1$ and the lower band $s=-1$. They cross at $k=0$, where the energy is zero.

**Spin direction.** For a spinor with components $a,b$, one has $\langle\sigma_x\rangle=2\,\mathrm{Re}(a^*b)$, $\langle\sigma_y\rangle=2\,\mathrm{Im}(a^*b)$ and $\langle\sigma_z\rangle=|a|^2-|b|^2$. In $\chi_s$,

$$2a^*b=-is\,e^{i\theta}=s(\sin\theta-i\cos\theta),\qquad |a|^2=|b|^2=\tfrac12 .$$

Therefore

$$\langle\boldsymbol\sigma\rangle_s=s(\sin\theta,-\cos\theta,0)=-s\,\hat{\boldsymbol\theta}.$$

Going around a circle in $\mathbf k$ space, the spin points clockwise in the upper band and counterclockwise in the lower one. Replacing $\mathbf k$ by $-\mathbf k$ reverses the spin at equal energy, so a filled circle carries no net spin. At $k=0$ the coupling vanishes, the two levels are degenerate, and no direction is selected.

**The ring.** Since $\alpha=\hbar^2k_0/m$, the linear term is $s\alpha k=(\hbar^2/2m)\,2sk_0k$. Adding and subtracting $k_0^2=(sk_0)^2$ gives

$$E_s(k)=\frac{\hbar^2}{2m}\left(k^2+2sk_0k+k_0^2-k_0^2\right)
=\frac{\hbar^2(k+sk_0)^2}{2m}-E_R .$$

The radius $k$ cannot be negative. For $s=+1$ the square is therefore smallest at $k=0$, where the energy is $E_R-E_R=0$. For $s=-1$ it vanishes at $k=k_0$, whatever $\theta$ is. This circle is the minimum. The upper band lies above it by $2\alpha k_0=4E_R$, because $\alpha k_0=\hbar^2k_0^2/m=2E_R$.

**Fermi radii.** Setting $E_s(k)=E$ and using the definition of $q$ gives $(k+sk_0)^2=q^2$, hence

$$k=-sk_0\pm q,\qquad k\ge0 .$$

If $E>0$, then $q>k_0$. The upper band has the root $k_{\rm u}=q-k_0$, and the lower band has $k_{\rm l}=q+k_0$; the other two roots are negative. Thus $k_{\rm l}-k_{\rm u}=2k_0$, independent of energy.

If $-E_R<E<0$, then $0<q<k_0$. The upper band has no acceptable root, and the lower band has two, $k_0-q$ and $k_0+q$. Their sum is now the constant, and their difference $2q$ falls to zero at the band bottom. Since both contours belong to one band, their spins circulate in the same sense. Above the crossing the senses are opposite.

**Density of states.** In a large periodic area $L^2$ there is one wave vector per area $(2\pi/L)^2$ of $\mathbf k$ space. A ring of radius $k$ and width $dk$ thus contributes, per unit area of the sample and per band,

$$\frac{2\pi k\,dk}{(2\pi)^2}=\frac{k\,dk}{2\pi}.$$

An energy interval $dE$ corresponds to $dk=dE/|dE_s/dk|$. The slope is $dE_s/dk=\hbar^2(k+sk_0)/m$, and $|k+sk_0|=q$ on every contour, so

$$g(E)=\sum_{\rm contours}\frac{k}{2\pi}\,\frac{m}{\hbar^2q}.$$

Above the crossing the radii add to $2q$, the factor $q$ cancels, and $g=m/(\pi\hbar^2)=g_0$. Below it they add to $2k_0$, and

$$g(E)=\frac{mk_0}{\pi\hbar^2q}=g_0\frac{k_0}{q}=g_0\sqrt{\frac{E_R}{E+E_R}} .$$

The last step uses $k_0^2/q^2=E_R/(E+E_R)$. At the band bottom the radial slope vanishes while the total circumference stays at $2\pi\cdot2k_0$. This produces the inverse square root, which is the form found at the edge of a one-dimensional band.

The slope divided by $\hbar$ is the radial group velocity. Its magnitude is $\hbar q/m$ on both contours. On the inner contour below the crossing $k-k_0$ is negative, so the electron moves opposite to its wave vector.

## Second derivation: the Hamiltonian as a square

**A signed momentum.** Define the operator

$$D=\sigma_xp_y-\sigma_yp_x .$$

Its square, with the order of the Pauli matrices kept, is

$$D^2=\sigma_x^2p_y^2+\sigma_y^2p_x^2-\sigma_x\sigma_y\,p_yp_x-\sigma_y\sigma_x\,p_xp_y .$$

Because $p_x$ and $p_y$ commute, the last two terms combine to $-(\sigma_x\sigma_y+\sigma_y\sigma_x)p_xp_y=0$. With $\sigma_x^2=\sigma_y^2=1$ this leaves $D^2=p_x^2+p_y^2$. The kinetic energy is therefore $D^2/2m$. With $\alpha/\hbar=\hbar k_0/m$,

$$H=\frac{D^2+2\hbar k_0D}{2m}=\frac{(D+\hbar k_0)^2}{2m}-E_R .$$

$D$ commutes with $\mathbf p$, so the two can have common eigenstates. At wave vector $\mathbf k$ the relation $D^2=\hbar^2k^2$ allows the eigenvalues $\pm\hbar k$. Both occur: $\sigma_z$ anticommutes with $\sigma_x$ and $\sigma_y$, hence $\sigma_zD=-D\sigma_z$, and $D\psi=d\psi$ implies $D(\sigma_z\psi)=-d(\sigma_z\psi)$. For $k\ne0$ the two-dimensional spin space thus holds one state of each sign.

Write the eigenvalue as $\hbar\kappa$, with $\kappa=+k$ or $-k$. Then

$$E(\kappa)=\frac{\hbar^2(\kappa+k_0)^2}{2m}-E_R .$$

Both bands are now one parabola in a variable that takes both signs. Positive $\kappa$ is the upper band and negative $\kappa$ the lower. The minimum lies at $\kappa=-k_0$, which means $k=k_0$ with any direction of $\mathbf k$.

**Spin without spinors.** Suppose an operator $X$ anticommutes with $D$. In a normalized state with $D\psi=\hbar\kappa\psi$,

$$0=\langle XD+DX\rangle=2\hbar\kappa\langle X\rangle ,$$

so $\langle X\rangle=0$ for $\kappa\ne0$. This applies to $\sigma_z$. It applies also to $S=\sigma_xp_x+\sigma_yp_y$, because

$$SD+DS=2\sigma_x^2p_xp_y-2\sigma_y^2p_xp_y+(\sigma_x\sigma_y+\sigma_y\sigma_x)(p_y^2-p_x^2)=0 .$$

At fixed $\mathbf k$, $\langle S\rangle=\hbar\mathbf k\cdot\langle\boldsymbol\sigma\rangle$. The spin therefore has neither a $z$ component nor a component along $\mathbf k$. The remaining component follows from $D$ itself, since $D=\hbar k\,\boldsymbol\sigma\cdot\mathbf n=-\hbar k\,\boldsymbol\sigma\cdot\hat{\boldsymbol\theta}$ at fixed $\mathbf k$. Taking the expectation value gives

$$\langle\boldsymbol\sigma\cdot\hat{\boldsymbol\theta}\rangle=-\frac{\kappa}{k}=\mp1 ,$$

the upper sign holding for $\kappa>0$. This is the texture found before.

**Radii and state count.** The occupied states at Fermi energy $E$ satisfy $|\kappa+k_0|<q$, or

$$-k_0-q<\kappa<-k_0+q .$$

The Fermi radii are the absolute values of the endpoints, $k_0+q$ and $|q-k_0|$. If $q>k_0$ the endpoints have opposite signs and the radii differ by $2k_0$. If $q<k_0$ both endpoints are negative and the radii add to $2k_0$.

There is one state of each sign for every $\mathbf k$, so an interval $d\kappa$ holds $|\kappa|\,d\kappa/2\pi$ states per area. The electron density is the integral of this weight over the occupied interval. Below the crossing,

$$n=\int_{k_0-q}^{k_0+q}\frac{k\,dk}{2\pi}=\frac{(k_0+q)^2-(k_0-q)^2}{4\pi}=\frac{k_0q}{\pi}.$$

Above it the interval contains $\kappa=0$, and the two sides contribute separately:

$$n=\frac{(q+k_0)^2+(q-k_0)^2}{4\pi}=\frac{q^2+k_0^2}{2\pi}=\frac{k_0^2}{\pi}+g_0E .$$

The last form uses $q^2=k_0^2+2mE/\hbar^2$. The density of states is $g=dn/dE$. From $q^2=2m(E+E_R)/\hbar^2$ one has $2q\,dq/dE=2m/\hbar^2$, so $dq/dE=m/(\hbar^2q)$. Then

$$g=\frac{k_0}{\pi}\frac{m}{\hbar^2q}=g_0\frac{k_0}{q}\quad(-E_R<E<0),\qquad
g=\frac{q}{\pi}\frac{m}{\hbar^2q}=g_0\quad(E>0).$$

These agree with the first derivation and join continuously at $E=0$, where $q=k_0$. The slope of $g$ jumps there, from $-g_0/(2E_R)$ to zero. The parabola $E(\kappa)$ is smooth at that point; the kink comes from the weight $|\kappa|$.

**The divergence can be integrated.** Since $k_0q/\pi=2g_0\sqrt{E_R(E+E_R)}$, the density vanishes at the band bottom although $g$ diverges. Averaged over the lowest energy interval of width $w\le E_R$, the density of states is $2g_0\sqrt{E_R/w}$, which is finite. A measurement with energy resolution $w$ would thus see a peak of limited height.

## A worked example

The round parameters $m=0.2$ electron masses and $\alpha=100$ meV nm describe no particular material. The low-density case below has a Fermi energy only 3.1 meV above the band bottom, which equals $k_BT$ at about 36 K, so its numbers apply well below that temperature. At that density the neglected Coulomb energy $e^2/(4\pi\varepsilon_0\varepsilon r)$, with $r=1/\sqrt{\pi n}=5.5$ nm and a dielectric constant $\varepsilon=15$, is about 18 meV, so the numbers illustrate the one-electron model and are not predictions for a real gas. The parameters are now inserted into the definitions. They give $\hbar^2/m=381.0\ \mathrm{meV\,nm^2}$ and

$$k_0=\frac{100}{381.0}=0.2625\ \mathrm{nm^{-1}},\qquad E_R=\frac{100\times0.2625}{2}=13.12\ \mathrm{meV}.$$

In atomic units these are $0.01389\ \mathrm{bohr^{-1}}$ and $4.823\times10^{-4}$ hartree. The ordinary density of states is $g_0=8.35\times10^{-4}\ \mathrm{meV^{-1}\,nm^{-2}}$.

For $E=-10$ meV the height above the minimum is 3.123 meV, so

$$q=\sqrt{\frac{2\times3.123}{381.0}}=0.1280\ \mathrm{nm^{-1}} .$$

The radii are $0.2625-0.1280=0.134$ and $0.2625+0.1280=0.391\ \mathrm{nm^{-1}}$. Both contours have counterclockwise spin. The radial velocities are $-74$ km/s on the inner and $+74$ km/s on the outer one. The density and the density of states are

$$n=\frac{0.2625\times0.1280}{\pi}=0.0107\ \mathrm{nm^{-2}},\qquad
\frac{g}{g_0}=\sqrt{\frac{13.12}{3.123}}=2.05 .$$

For $E=+20$ meV the height is 33.12 meV and $q=\sqrt{2\times33.12/381.0}=0.4170\ \mathrm{nm^{-1}}$. The upper-band radius is 0.155 and the lower-band radius 0.679 $\mathrm{nm^{-1}}$; they differ by $2k_0=0.525\ \mathrm{nm^{-1}}$. The spins now circulate in opposite senses, and both velocities point outward at 241 km/s. The density is

$$n=0.0219+8.35\times10^{-4}\times20=0.0386\ \mathrm{nm^{-2}},$$

where the first term, $k_0^2/\pi$, is the density that fills the gas up to the crossing.

The numerical check also counts states on a grid of wave vectors, without using the band formulas. In the lowest tenth of $E_R$ the counted mean is $5.29\times10^{-3}\ \mathrm{meV^{-1}\,nm^{-2}}$. The averaged formula gives $2g_0/\sqrt{0.1}=6.32\,g_0=5.28\times10^{-3}$ in the same unit.

## What each derivation assumes

Both derivations need a conserved wave vector, and both use the parabolic kinetic energy to complete the square. They differ in what else they can treat.

The matrix method needs a two-by-two matrix at each $\mathbf k$. If the coupling is $\boldsymbol\sigma\cdot\mathbf b(\mathbf k)$, then $(\boldsymbol\sigma\cdot\mathbf b)^2=b^2$ and the zero trace give the energies $\hbar^2k^2/2m\pm|\mathbf b|$, whatever the direction of $\mathbf b$. The operator method, in the form used here, needs more: the whole Hamiltonian must be a function of $D$. In return it yields the bands, both regimes of the radii and the state count from one parabola. Of the three changes of the model below, the first two take the Hamiltonian out of this class, and the third does not.

**A Dresselhaus term** $\beta(\sigma_xk_x-\sigma_yk_y)$ gives $\mathbf b=(\alpha k_y+\beta k_x,\,-\alpha k_x-\beta k_y,\,0)$, and

$$|\mathbf b|=k\sqrt{\alpha^2+\beta^2+2\alpha\beta\sin2\theta}.$$

The square root replaces $\alpha$ in each direction, so the depth of the minimum depends on $\theta$. The eigenvalues $\pm\hbar k$ of $D$ do not depend on $\theta$, so for $\alpha\beta\neq0$ this Hamiltonian is not a function of $D$. For $\alpha\beta>0$ the lowest points are isolated, at $\theta=45^\circ$ and $225^\circ$. Near such a point the energy rises quadratically in both directions, and the constant-energy curve is an ellipse whose area is proportional to the height. The density of states then starts with a finite step, and the inverse-square-root divergence is lost. For $\alpha\neq\beta$ a weaker singularity remains higher up: at $\theta=135^\circ$ and $315^\circ$ the radial minimum is a maximum with respect to $\theta$, and these saddle points, at energy $-m(\alpha-\beta)^2/2\hbar^2$, give a logarithmic divergence.

**A Zeeman term** $\Delta\sigma_z$ gives $|\mathbf b|=\sqrt{\alpha^2k^2+\Delta^2}$. The two levels at $k=0$ are split by $2|\Delta|$, and the spin acquires a $z$ component. The spectrum as a whole has no gap, because the lower band rises through this energy window at larger $k$. Setting the slope of the lower band to zero for $k\neq0$ gives $\sqrt{\alpha^2k^2+\Delta^2}=m\alpha^2/\hbar^2=2E_R$. A ring minimum therefore survives for $|\Delta|<2E_R$, at a radius smaller than $k_0$. The operator $D$ no longer commutes with $H$, because $\sigma_z$ anticommutes with it. This describes a splitting that acts on the spin only, such as an exchange field; a perpendicular magnetic field also quantizes the orbits into Landau levels, and $\mathbf k$ is then no longer conserved.

**A non-parabolic kinetic energy** $\hbar^2k^2/2m+ck^4$, with $c>0$, keeps the spin texture, since the spin part is unchanged. Because $ck^4=cD^4/\hbar^4$, the Hamiltonian is still a function of $D$, and both methods apply; only the completed square is lost. For one contour in each band, equating the two energies and dividing by $k_{\rm l}+k_{\rm u}$ gives

$$(k_{\rm l}-k_{\rm u})\left[\frac{\hbar^2}{2m}+c\,(k_{\rm l}^2+k_{\rm u}^2)\right]=\alpha .$$

For $c=0$ this is $k_{\rm l}-k_{\rm u}=2k_0$. For $c>0$ the difference shrinks as the contours grow, so the constant difference found for the parabolic band does not carry over to this one. The same relation holds for $c<0$, as long as the quartic term is a small correction. This is the case of a mass that grows with energy, and the difference then grows with the contours.

The sign of $\alpha$ needs no new calculation. Because $\sigma_z$ reverses $\sigma_x$ and $\sigma_y$, the transformation $\sigma_zH\sigma_z$ changes $\alpha$ into $-\alpha$. The energies stay the same, $k_0$ is computed with $|\alpha|$, and the spin senses of the two bands are reversed. As $\alpha\to0$, both $k_0$ and $E_R$ vanish, the region below the crossing disappears, and the ordinary gas with density of states $g_0$ returns.

## Computed results

```
INPUT
effective mass = 0.20 electron masses
alpha = 100.0 meV nm
hbar^2/m = 380.998 meV nm^2
RING
k0 = 0.26247 nm^-1 = 0.013889 bohr^-1
E_R = 13.1234 meV = 4.8228e-04 hartree
minimum found: angle 24.3 deg, radius 0.26247 nm^-1, energy -13.1234 meV
minimum found: angle 115.2 deg, radius 0.26247 nm^-1, energy -13.1234 meV
minimum found: angle 169.8 deg, radius 0.26247 nm^-1, energy -13.1234 meV
band splitting at k0 = 52.4937 meV
FERMI ENERGY -10.0 meV
q = 0.12805 nm^-1
inner contour: lower band, radius 0.13442 nm^-1
  tangential <sigma> +1.000, radial velocity -74.12 km/s
outer contour: lower band, radius 0.39052 nm^-1
  tangential <sigma> +1.000, radial velocity +74.12 km/s
radius difference 0.25609, sum 0.52494 nm^-1
electron density = 0.01070 nm^-2
density of states = 1.7125e-03 meV^-1 nm^-2
FERMI ENERGY +20.0 meV
q = 0.41699 nm^-1
inner contour: upper band, radius 0.15452 nm^-1
  tangential <sigma> -1.000, radial velocity +241.37 km/s
outer contour: lower band, radius 0.67945 nm^-1
  tangential <sigma> +1.000, radial velocity +241.37 km/s
radius difference 0.52494, sum 0.83397 nm^-1
electron density = 0.03864 nm^-2
density of states = 8.3546e-04 meV^-1 nm^-2
CROSSING
radius differences at -12 and -3 meV: 0.15359, 0.46105 nm^-1
density filled to the crossing = 0.02193 nm^-2
constant density of states = 8.3546e-04 meV^-1 nm^-2
MEAN DENSITY OF STATES IN ENERGY BINS (meV^-1 nm^-2)
-13.123 to -11.811 meV: counted 5.2858e-03, formula 5.2839e-03
-11.811 to -6.562 meV: counted 1.6326e-03, formula 1.6328e-03
-6.562 to +0.000 meV: counted 9.7806e-04, formula 9.7881e-04
+0.000 to +9.843 meV: counted 8.3579e-04, formula 8.3546e-04
+9.843 to +19.685 meV: counted 8.3512e-04, formula 8.3546e-04
```
